# Why hydrogen stops disilane pulses and how much heating restores growth: a program that tests the result

```python
"""Self-limiting disilane pulses and the heating that restores growth.

Result under test: with free-site fraction f, a dose changes f0 to
f0/(1 + a f0), a = h*s0*x, and deposits (2/h)*(f0 - f_end) layers.
h: hydrogen atoms left per molecule; s0: sticking on a free pair;
x: molecules per site. Heating for time t removes hydrogen at the rate
k = nu*exp(-E/tau), tau being the thermal energy. A target growth per cycle
fixes k*t = L and hence tau = E/log(nu*t/L).
Energies are in eV, lengths in angstrom, times in seconds.
"""
import random
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import gammaln
from pyscf import dft, gto

HARTREE = physical_constants["Hartree energy in eV"][0]
BOLTZMANN = physical_constants["Boltzmann constant in eV/K"][0]

barrier, prefactor = 2.5, 1.0e15
hydrogens, sticking = 6, 0.1
exposure, dose_time, heat_time = 100.0, 10.0, 10.0
dose_tau, target_growth = 0.05, 0.3
lattice_constant = 5.4
layer_height = lattice_constant / 4
flux = exposure / dose_time
dose_strength = hydrogens * sticking * exposure


# ---- Molecular analogue of free and hydrogen-capped silicon ----
def silyl_hydrogens(z_silicon, direction, first_angle, bond=1.48):
    """Three H atoms at tetrahedral angles, pointing along direction*z."""
    atoms = []
    for number in range(3):
        angle = first_angle + 2 * np.pi * number / 3
        radius = bond * np.sqrt(8) / 3
        atoms.append(("H", (radius * np.cos(angle), radius * np.sin(angle),
                            z_silicon + direction * bond / 3)))
    return atoms


def molecular_energy(atoms, spin=0):
    molecule = gto.M(atom=atoms, basis="def2-svp", spin=spin, verbose=0)
    solver = dft.UKS(molecule) if spin else dft.RKS(molecule)
    solver.xc = "pbe0"
    energy = solver.kernel()
    assert solver.converged
    return energy * HARTREE


silyl = [("Si", (0.0, 0.0, 0.0))] + silyl_hydrogens(0.0, -1, 0.0)
silane = silyl + [("H", (0.0, 0.0, 1.48))]
disilane = (silyl + [("Si", (0.0, 0.0, 2.35))]
            + silyl_hydrogens(2.35, 1, np.pi / 3))
energy_silyl = molecular_energy(silyl, 1)
energy_silane = molecular_energy(silane)
energy_disilane = molecular_energy(disilane)
energy_h = molecular_energy([("H", (0.0, 0.0, 0.0))], 1)
energy_h2 = molecular_energy([("H", (0.0, 0.0, 0.0)),
                              ("H", (0.0, 0.0, 0.74))])
open_gain = 2 * energy_silyl - energy_disilane
cap_removal = energy_silyl + energy_h - energy_silane
condensation = energy_disilane + energy_h2 - 2 * energy_silane
assert open_gain > 2.0
assert cap_removal > open_gain
assert condensation > -0.25 * open_gain


# ---- Explicit site-by-site dosing against the integrated dose law ----
def simulate_sites(site_count, exposures, seed=7):
    generator = np.random.default_rng(seed)
    picker = random.Random(seed)
    free_sites = list(range(site_count))
    place = list(range(site_count))

    def block(site):
        position = place[site]
        last = free_sites.pop()
        if last != site:
            free_sites[position] = last
            place[last] = position
        place[site] = -1

    fractions, hits_done = [], 0
    for value in exposures:
        hits = int(round(site_count * sticking * value)) - hits_done
        hits_done += hits
        pairs = generator.integers(0, site_count, size=(hits, 2)).tolist()
        for first, second in pairs:
            if (first != second and place[first] >= 0 and place[second] >= 0
                    and len(free_sites) >= hydrogens):
                block(first)
                block(second)
                for _ in range(hydrogens - 2):
                    index = int(picker.random() * len(free_sites))
                    block(free_sites[index])
        fractions.append(len(free_sites) / site_count)
    return fractions


site_count = 100000
test_exposures = [1.0, 10.0, 100.0]
simulated = simulate_sites(site_count, test_exposures)
predicted = [1 / (1 + hydrogens * sticking * x) for x in test_exposures]
for counted, expected in zip(simulated, predicted):
    # Four standard deviations of the finite-surface counting noise.
    noise = np.sqrt(hydrogens / 3 * (expected - expected**4) / site_count)
    assert abs(counted - expected) < 4 * noise


# ---- Direct integration of adsorption and desorption ----
def desorption_rate(tau):
    return prefactor * np.exp(-barrier / tau)


def integrate_stage(free, gas_flux, tau, duration):
    """Return final free fraction and silicon layers added."""
    rate = desorption_rate(tau)

    def change(_, state):
        events = gas_flux * sticking * state[0]**2
        return [-hydrogens * events + rate * (1 - state[0]), 2 * events]

    answer = solve_ivp(change, (0, duration), [free, 0.0], method="LSODA",
                       rtol=1e-9, atol=1e-12)
    assert answer.success
    return answer.y[0, -1], answer.y[1, -1]


free = 1.0
unheated_growth = []
for pulse in range(1, 4):
    free, added = integrate_stage(free, flux, dose_tau, dose_time)
    before = 1 / (1 + (pulse - 1) * dose_strength)
    after = 1 / (1 + pulse * dose_strength)
    assert abs(added - 2 / hydrogens * (before - after)) < 1e-5
    unheated_growth.append(added)

free_long, _ = integrate_stage(1.0, flux, dose_tau, 2.0e4)
_, late_growth = integrate_stage(free_long, flux, dose_tau, 1.0e4)
residual_rate = 2 / hydrogens * desorption_rate(dose_tau)
assert abs(late_growth / 1.0e4 / residual_rate - 1) < 2e-3


def repeated_cycle_growth(tau, cycles=40):
    free_now, added_now = 1.0, 0.0
    for _ in range(cycles):
        free_now, added_now = integrate_stage(free_now, flux, dose_tau,
                                              dose_time)
        free_now, _ = integrate_stage(free_now, 0.0, tau, heat_time)
    return added_now


def steady_growth(tau):
    loss = -np.expm1(-desorption_rate(tau) * heat_time)
    linear = loss * (1 - dose_strength)
    start = (-linear + np.sqrt(linear**2 + 4 * dose_strength * loss))
    start /= 2 * dose_strength
    return 2 / hydrogens * dose_strength * start**2 / (
        1 + dose_strength * start)


heating_levels = [0.060, 0.065, 0.070, 0.075]
growth_table = [steady_growth(tau) for tau in heating_levels]
for tau, growth in zip(heating_levels, growth_table):
    assert abs(repeated_cycle_growth(tau) - growth) < 1e-5

# ---- Heating required for the target ----
maximum_growth = 2 / hydrogens * dose_strength / (1 + dose_strength)
site_turnover = hydrogens * target_growth / 2
assert target_growth < maximum_growth
free_start = (site_turnover + np.sqrt(
    site_turnover**2 + 4 * site_turnover / dose_strength)) / 2
coverage_start = 1 - free_start
coverage_end = coverage_start + site_turnover
needed_loss = np.log(coverage_end / coverage_start)


def required_tau(duration, energy=barrier, loss=needed_loss):
    return energy / np.log(prefactor * duration / loss)


heat_tau = required_tau(heat_time)
cycle_check = repeated_cycle_growth(heat_tau)
assert abs(cycle_check - target_growth) < 1e-5


# ---- Effect of hydrogen pairing on the desorption order ----
def paired_fraction(coverage, weight):
    quadratic = weight * (1 - coverage)
    linear = 1 - 2 * coverage
    z = (-linear + np.sqrt(linear**2 + 4 * quadratic * coverage))
    z /= 2 * quadratic
    return weight * z**2 / (1 + 2 * z + weight * z**2)


def counted_pair_fraction(dimers, atoms, weight):
    """Average over every division into empty, single and double dimers."""
    double = np.arange(max(0, atoms - dimers), atoms // 2 + 1)
    single = atoms - 2 * double
    empty = dimers - single - double
    logs = (gammaln(dimers + 1) - gammaln(empty + 1) - gammaln(single + 1)
            - gammaln(double + 1) + single * np.log(2)
            + double * np.log(weight))
    weights = np.exp(logs - logs.max())
    return np.sum(weights * double) / np.sum(weights) / dimers


pair_energy = 0.25
pair_weight = np.exp(pair_energy / heat_tau)
for coverage in (0.1, 0.5, 0.9):
    counted = counted_pair_fraction(3000, int(round(6000 * coverage)),
                                    pair_weight)
    assert abs(counted - paired_fraction(coverage, pair_weight)) < 1e-3


def paired_heating(energy):
    def mismatch(tau):
        weight = np.exp(energy / tau)
        needed = quad(lambda c: 1 / paired_fraction(c, weight),
                      coverage_start, coverage_end)[0]
        return np.log(desorption_rate(tau) * heat_time / needed)
    return brentq(mismatch, 0.05, 0.10, xtol=1e-12)


tau_paired = paired_heating(pair_energy)
tau_random = paired_heating(0.0)
random_loss = 1 / coverage_start - 1 / coverage_end
assert abs(paired_heating(1.0) - heat_tau) < 1e-4
assert abs(tau_random - required_tau(heat_time, loss=random_loss)) < 1e-8
assert heat_tau < tau_paired < tau_random

# ---- Numbers for the worked example ----
print(f"gain, disilane on two open valences: {open_gain:.2f} eV")
print(f"cost of removing one H cap: {cap_removal:.2f} eV")
print(f"energy change, 2 SiH4 to Si2H6 + H2: {condensation:.2f} eV")
print(f"desorption barrier E: {barrier:.2f} eV")
print(f"desorption prefactor nu: {prefactor:.1e} 1/s")
print(f"H atoms left per disilane h: {hydrogens}")
print(f"sticking on a free pair s0: {sticking:.2f}")
print(f"dose x: {exposure:.0f} molecules per site")
print(f"dose duration: {dose_time:.0f} s")
print(f"heating duration: {heat_time:.0f} s")
print(f"dosing thermal energy: {dose_tau:.3f} eV")
print(f"lattice constant: {lattice_constant:.2f} angstrom")
print(f"layer height: {layer_height:.2f} angstrom")
print(f"dose strength a: {dose_strength:.1f}")
for x, counted, expected in zip(test_exposures, simulated, predicted):
    print(f"free fraction at x={x:.0f}: simulated {counted:.4f}, "
          f"law {expected:.4f}")
for number, growth in enumerate(unheated_growth, 1):
    print(f"unheated pulse {number}: {growth:.5f} layer")
print(f"desorption rate while dosing: {desorption_rate(dose_tau):.2e} 1/s")
print(f"residual growth rate: {residual_rate:.2e} layer/s")
for tau, growth in zip(heating_levels, growth_table):
    print(f"growth per cycle at tau={tau:.3f} eV: {growth:.4f} layer")
print(f"largest growth per cycle: {maximum_growth:.4f} layer")
print(f"target growth per cycle: {target_growth:.4f} layer")
print(f"target thickness: {target_growth * layer_height:.3f} angstrom")
print(f"site turnover Delta: {site_turnover:.4f}")
print(f"free fraction before dose: {free_start:.4f}")
print(f"H coverage before heating: {coverage_end:.4f}")
print(f"H coverage after heating: {coverage_start:.4f}")
print(f"needed k*t: {needed_loss:.4f}")
print(f"required heating thermal energy: {heat_tau:.5f} eV")
print(f"required heating temperature: {heat_tau / BOLTZMANN:.0f} K")
print(f"growth from integrated cycles: {cycle_check:.5f} layer")
print(f"required tau, 1 s heating: {required_tau(1.0):.5f} eV")
print(f"required tau, E=2.6 eV: {required_tau(heat_time, 2.6):.5f} eV")
print(f"pairing energy: {pair_energy:.2f} eV")
print(f"required tau with this pairing: {tau_paired:.5f} eV")
print(f"required tau without pairing: {tau_random:.5f} eV")
print("checks complete")
```

Output:

```
gain, disilane on two open valences: 3.30 eV
cost of removing one H cap: 3.97 eV
energy change, 2 SiH4 to Si2H6 + H2: 0.22 eV
desorption barrier E: 2.50 eV
desorption prefactor nu: 1.0e+15 1/s
H atoms left per disilane h: 6
sticking on a free pair s0: 0.10
dose x: 100 molecules per site
dose duration: 10 s
heating duration: 10 s
dosing thermal energy: 0.050 eV
lattice constant: 5.40 angstrom
layer height: 1.35 angstrom
dose strength a: 60.0
free fraction at x=1: simulated 0.6213, law 0.6250
free fraction at x=10: simulated 0.1446, law 0.1429
free fraction at x=100: simulated 0.0168, law 0.0164
unheated pulse 1: 0.32787 layer
unheated pulse 2: 0.00271 layer
unheated pulse 3: 0.00091 layer
desorption rate while dosing: 1.93e-07 1/s
residual growth rate: 6.43e-08 layer/s
growth per cycle at tau=0.060 eV: 0.0026 layer
growth per cycle at tau=0.065 eV: 0.0589 layer
growth per cycle at tau=0.070 eV: 0.3129 layer
growth per cycle at tau=0.075 eV: 0.3279 layer
largest growth per cycle: 0.3279 layer
target growth per cycle: 0.3000 layer
target thickness: 0.405 angstrom
site turnover Delta: 0.9000
free fraction before dose: 0.9164
H coverage before heating: 0.9836
H coverage after heating: 0.0836
needed k*t: 2.4648
required heating thermal energy: 0.06956 eV
required heating temperature: 807 K
growth from integrated cycles: 0.30000 layer
required tau, 1 s heating: 0.07432 eV
required tau, E=2.6 eV: 0.07234 eV
pairing energy: 0.25 eV
required tau with this pairing: 0.07010 eV
required tau without pairing: 0.07257 eV
checks complete
```
